\section*{Born effective charges from displacement response and from field response, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one bound electron pair to the polarization current}

In a one-dimensional model crystal with four ions per cell, ion 2 has the bare charge $+1\,e$. When its sublattice is displaced, the dipole of the cell changes as if the charge were $-1.0437\,e$. Two calculations give this number: one follows the orbitals as the ion moves, the other applies an electric field and looks at the force on the ion. If the response of the electron--electron potential is left out of both, they still agree, but on $-1.4898\,e$. If that response is put into both factors of a single product, the result is $-0.6759\,e$. Why do two different calculations agree, and where does the electron--electron response belong?

\subsection*{Definitions and the model}

Hartree atomic units are used, with electron charge $-1$. Each orbital holds $f=2$ electrons. Ion $\kappa$ has charge $Z_\kappa$ and position $\boldsymbol\tau_\kappa$, and $\Omega$ is the cell volume. The Born effective charge is
\begin{equation}
Z^*_{\kappa,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial\tau_{\kappa\beta}}\bigg|_{\boldsymbol{\mathcal E}=0}.
\label{def}
\end{equation}
All periodic copies of the ion move together, and the macroscopic field $\boldsymbol{\mathcal E}$ is held at zero. The first index belongs to the polarization, the second to the displacement.

The model has cell length $a=10$ bohr, ions at $0$, $2.3$, $5.3$ and $7.6$ bohr, all with $Z=1$, and four electrons in two bands. Charges are sheets, so the Hartree kernel in Fourier space is $g/G^2$ with $g=1$ hartree/bohr. The exchange potential is $-c\,n^{1/3}$ with $c=0.3$ in atomic units. An ion contributes the local potential
\begin{equation}
V_\kappa(G)=-\frac1a\left(\frac{gZ_\kappa}{G^2}+W_\kappa\right)e^{-G^2\sigma^2/2}e^{-iG\tau_\kappa},
\end{equation}
without the $g/G^2$ part at $G=0$. Here $\sigma=0.6$ bohr, and $W=3$ hartree\,bohr on ions 2 and 4 and zero on the others. Ions 1 and 3 also carry a separable nonlocal repulsion $\lambda|p_\kappa\rangle\langle p_\kappa|$ with $\lambda=1$ hartree\,bohr and plane-wave components $p_\kappa(G)=a^{-1/2}e^{-(k+G)^2s^2/2}e^{-iG\tau_\kappa}$, where $s=0.8$ bohr. The gap is $1.00$ hartree.

\subsection*{Simple case: a bound pair without interaction}

Take one orbital $\psi$ with energy $\varepsilon$, bound in a potential $V(x;\tau)$ and holding $f$ electrons that do not interact. The dipole is $Z\tau-f\langle\psi|x|\psi\rangle$. Its derivative needs the first-order change of $\psi$, which is best obtained from the projector on the occupied space, since this is free of arbitrary phases.

Let $P$ project on the occupied orbitals and $P_c=1-P$ on the empty ones. A small change $\delta P$ preserves $P^2=P$, so
\begin{equation}
P\,\delta P+\delta P\,P=\delta P .
\end{equation}
Multiplying by $P$ on both sides gives $2P\delta PP=P\delta PP$, hence $P\delta PP=0$. Multiplying by $P_c$ on both sides gives $P_c\delta PP_c=0$. What remains connects occupied with empty states:
\begin{equation}
\delta P=\sum_v\big(|\delta u_v\rangle\langle u_v|+|u_v\rangle\langle\delta u_v|\big),\qquad
|\delta u_v\rangle\equiv P_c\,\delta P|u_v\rangle .
\label{dP}
\end{equation}
The expectation value of a fixed Hermitian operator $O$ therefore changes by $\mathrm{Tr}(O\,\delta P)=2\,\mathrm{Re}\sum_v\langle u_v|O|\delta u_v\rangle$.

For a static perturbation $W$ of $H$, the condition $[H,P]=0$ becomes $[H,\delta P]+[W,P]=0$ at first order. Its matrix element between an empty state $c$ and an occupied state $v$ is
\begin{equation}
(\varepsilon_c-\varepsilon_v)\langle c|\delta P|v\rangle+\langle c|W|v\rangle=0 ,
\end{equation}
because $P|v\rangle=|v\rangle$ and $\langle c|P=0$. Summed over $c$, this is the Sternheimer equation
\begin{equation}
(H-\varepsilon_v)|\delta u_v\rangle=-P_cW|u_v\rangle .
\label{stern}
\end{equation}
Let $\mathcal G_v$ be the inverse of $H-\varepsilon_v$ within the empty space. It exists because of the gap, and it is Hermitian.

For the bound pair, displacing the ion gives $W=\partial_\tau V$. A field acts on charge $-1$ with energy $+\mathcal Ex$, so per unit field $W=x$. Thus
\begin{equation}
|\psi^\tau\rangle=-\mathcal G\,\partial_\tau V|\psi\rangle,\qquad
|\psi^{\mathcal E}\rangle=-\mathcal G\,x|\psi\rangle .
\end{equation}
The derivative of the dipole is then
\begin{align}
Z^*&=Z-2f\,\mathrm{Re}\langle\psi^\tau|x|\psi\rangle
=Z+2f\,\mathrm{Re}\langle\psi|\partial_\tau V\,\mathcal G\,x|\psi\rangle\nonumber\\
&=Z-2f\,\mathrm{Re}\langle\psi|\partial_\tau V|\psi^{\mathcal E}\rangle .
\label{bound}
\end{align}
The last form is the derivative with respect to the field of the force $F=Z\mathcal E-f\langle\psi|\partial_\tau V|\psi\rangle$. Without interaction, the equality amounts to letting the same $\mathcal G$ act to the left or to the right.

\subsection*{Limit: a pair that follows its ion}

For $V=\tfrac12\omega^2(x-\tau)^2$ the electrons must follow the ion rigidly, so $Z^*=Z-f$. With oscillator states $\psi_0,\psi_1$ one has $(x-\tau)\psi_0=\psi_1/\sqrt{2\omega}$, and $\mathcal G\psi_1=\psi_1/\omega$. Since $\partial_\tau V=-\omega^2(x-\tau)$,
\begin{equation}
\psi^\tau=\sqrt{\omega/2}\;\psi_1,\qquad
\psi^{\mathcal E}=-\frac{1}{\omega\sqrt{2\omega}}\,\psi_1 .
\end{equation}
The displacement form gives $-2f\sqrt{\omega/2}/\sqrt{2\omega}=-f$. In the field form $\langle\psi_0|\partial_\tau V|\psi_1\rangle=-\omega^2/\sqrt{2\omega}$, so the electronic part is
\begin{equation}
-2f\left(-\frac{\omega^2}{\sqrt{2\omega}}\right)\left(-\frac1{\omega\sqrt{2\omega}}\right)=-f .
\end{equation}
Both signs and both factors of two are right.

With $Z=1$ and $f=2$ this limit gives $-1$. In the crystal, ions 2 and 4 have $-1.044$ and $-0.988\,e$, while ions 1 and 3 have $+0.987$ and $+1.044\,e$. The values are close to those of electron pairs carried by ions 2 and 4. The limit does not account for the remaining few hundredths.

\subsection*{Generalization: the position operator in a crystal}

Write Bloch orbitals as $\psi_{v\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{v\mathbf k}$, with $u$ normalized over the cell, and set $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. The function $r_\alpha\psi$ is not a Bloch function, and $\langle\psi|r_\alpha|\psi\rangle$ has no definite value. Linear response needs less than that: the perturbation enters through its commutator with $P$. From $P_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Pe^{i\mathbf k\cdot\mathbf r}$,
\begin{equation}
\partial_{k_\alpha}P_{\mathbf k}=-i\,e^{-i\mathbf k\cdot\mathbf r}[r_\alpha,P]e^{i\mathbf k\cdot\mathbf r}
\quad\Longrightarrow\quad
[r_\alpha,P]_{\mathbf k}=i\,\partial_{k_\alpha}P_{\mathbf k} .
\label{comm}
\end{equation}
This is lattice periodic. Define
\begin{equation}
|D_\alpha u_v\rangle\equiv P_c\,|\partial_{k_\alpha}u_v\rangle=P_c(\partial_{k_\alpha}P_{\mathbf k})|u_v\rangle .
\end{equation}
Between empty and occupied states, $r_\alpha|u_v\rangle$ is thus replaced by $i|D_\alpha u_v\rangle$. Differentiating $[H_{\mathbf k},P_{\mathbf k}]=0$ with respect to $k_\alpha$ and repeating the steps that led to \eqref{stern} gives
\begin{equation}
(H_{\mathbf k}-\varepsilon_v)|D_\alpha u_v\rangle=-P_c(\partial_{k_\alpha}H_{\mathbf k})|u_v\rangle .
\label{dk}
\end{equation}

The operator on the right is the velocity, since $\partial_{k_\alpha}H_{\mathbf k}=i\,e^{-i\mathbf k\cdot\mathbf r}[H,r_\alpha]e^{i\mathbf k\cdot\mathbf r}$. For a local potential it is $-i\nabla_\alpha+k_\alpha$. A nonlocal potential does not commute with $r_\alpha$ and adds a term. In the model its projector has plane-wave components proportional to $e^{-(k+G)^2s^2/2}$ with $s=0.8$ bohr, and the $k$ derivative multiplies them by $-(k+G)s^2$. Leaving this term out of \eqref{dk} changes the charge of ion 2 from $-1.0437$ to $-1.0703\,e$, by $2.5\%$ of its magnitude, although ion 2 itself has no nonlocal term.

A limit connects this with the bound pair. If orbitals $\phi$ in different cells do not overlap, then $u_k(x)\propto e^{-ikx}\phi(x)$ inside one cell, and $i\partial_ku_k=xu_k$. The crystal expression then returns to the matrix element of $x$ in \eqref{bound}.

\subsection*{The current of slowly moving ions}

In a crystal the change of polarization is the charge that has flowed. Let the ions move slowly, and let $\rho$ be the one-particle density matrix at $\mathbf k$, with $i\partial_t\rho=[H,\rho]$. Write $\rho=P+\delta\rho$, where $P$ follows the instantaneous Hamiltonian and $\delta\rho$ is of first order in the speed. Since $[H,P]=0$, to this order
\begin{equation}
i\,\partial_tP=[H,\delta\rho] .
\end{equation}
The matrix element between $c$ and $v$ is $i\langle c|\partial_tu_v\rangle=(\varepsilon_c-\varepsilon_v)\langle c|\delta\rho|v\rangle$. Hence
\begin{equation}
|w_v\rangle\equiv P_c\,\delta\rho|u_v\rangle=i\,\mathcal G_vP_c|\partial_tu_v\rangle .
\label{slow}
\end{equation}
Because $\rho^2=\rho$, the form \eqref{dP} applies to $\delta\rho$ as well.

This assumed that $\delta\rho$ does not itself change the mean-field potential. With time-reversal symmetry one may choose $u_{-\mathbf k}=u_{\mathbf k}^*$, and the same relation holds for $\partial_tu$. The factor $i$ in \eqref{slow} then makes $w_{-\mathbf k}=-w_{\mathbf k}^*$. The density of $\delta\rho$ is a sum of terms $2\,\mathrm{Re}(u^*w)$, which cancel between $\mathbf k$ and $-\mathbf k$. The assumption is therefore consistent; in the model the residual density is zero to rounding.

Introduce the average over $N_k$ points, with the sum over occupied bands included:
\begin{equation}
\langle\!\langle a|O|b\rangle\!\rangle=\frac1{N_k}\sum_{\mathbf k}\sum_v\langle a_{v\mathbf k}|O|b_{v\mathbf k}\rangle .
\end{equation}
At zeroth order the velocity averages to zero, because it is odd in $\mathbf k$. At first order the summed electron velocity is $2f\,\mathrm{Re}\langle\!\langle u|\partial_{k_\alpha}H|w\rangle\!\rangle$. The adjoint of \eqref{dk} is $\langle u_v|(\partial_{k_\alpha}H)P_c=-\langle D_\alpha u_v|(H-\varepsilon_v)$. It cancels the $\mathcal G_v$ in \eqref{slow}:
\begin{equation}
\langle u_v|\partial_{k_\alpha}H|w_v\rangle=-i\,\langle D_\alpha u_v|\partial_tu_v\rangle .
\end{equation}
With $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ and the electron charge $-1$,
\begin{equation}
\Omega\,\dot P^{\rm el}_\alpha=-2f\,\mathrm{Im}\langle\!\langle D_\alpha u|\partial_tu\rangle\!\rangle
=-2f\,\mathrm{Re}\langle\!\langle\partial_tu|iD_\alpha u\rangle\!\rangle .
\end{equation}
The last step uses $\mathrm{Im}\,z=-\mathrm{Im}\,z^*$ and $\mathrm{Re}(iz)=-\mathrm{Im}\,z$. For motion of one sublattice $\partial_t=\dot\tau_{\kappa\beta}\,\partial_{\tau_{\kappa\beta}}$. Dividing by the speed and adding the ionic current gives
\begin{equation}
Z^*_{\kappa,\alpha\beta}=Z_\kappa\delta_{\alpha\beta}
-2f\,\mathrm{Re}\langle\!\langle u^{\kappa\beta}|iD_\alpha u\rangle\!\rangle ,
\label{A}
\end{equation}
where $u^{\kappa\beta}$ is the part of the orbital's displacement derivative that lies in the empty space.

\subsection*{Limit: all ions move together}

A rigid translation moves neutral matter and should produce no polarization. It changes $u$ by $-\nabla_\beta u$, apart from a phase that $P_c$ removes. With $p=-i\nabla$ this reads $\sum_\kappa|u^{\kappa\beta}\rangle=-iP_cp_\beta|u\rangle$. In \eqref{A} the bra supplies $+i$ and the ket another $i$, so
\begin{equation}
\sum_\kappa Z^*_{\kappa,\alpha\beta}=\delta_{\alpha\beta}\sum_\kappa Z_\kappa
+2f\,\mathrm{Re}\langle\!\langle p_\beta u|D_\alpha u\rangle\!\rangle .
\end{equation}
Let $t_\beta(\mathbf k)=\mathrm{Tr}[P_{\mathbf k}(p_\beta+k_\beta)]$ and let $N_b$ be the number of occupied bands. By \eqref{dP},
\begin{equation}
\partial_{k_\alpha}t_\beta=2\,\mathrm{Re}\sum_v\langle p_\beta u_v|D_\alpha u_v\rangle+N_b\,\delta_{\alpha\beta} .
\end{equation}
Neutrality, $\sum_\kappa Z_\kappa=fN_b$, leaves
\begin{equation}
\sum_\kappa Z^*_{\kappa,\alpha\beta}=\frac f{N_k}\sum_{\mathbf k}\partial_{k_\alpha}t_\beta(\mathbf k) .
\label{asr}
\end{equation}
The function $t_\beta$ is periodic in $\mathbf k$, so its derivative integrates to zero over the zone. This is the acoustic sum rule. A finite mesh may leave a remainder.

\section{Self-consistency, the force in a field, and the equality}

The first half supplies the following. The occupied periodic orbitals are $u_v$, with energies $\varepsilon_v$ and $f=2$ electrons each. $P_c$ projects on the empty states, and $\mathcal G_v$ is the inverse of $H-\varepsilon_v$ there. A perturbation $W$ gives $|\delta u_v\rangle=-\mathcal G_vP_cW|u_v\rangle$, and an operator $O$ then changes its expectation value by $2\,\mathrm{Re}\sum_v\langle u_v|O|\delta u_v\rangle$. The projected $k$ derivative is $D_\alpha u_v$, and between empty and occupied states $r_\alpha u_v$ means $iD_\alpha u_v$. Double brackets contain the band sum and the $k$ average. The displacement formula is
\begin{equation}
Z^*_{\kappa,\alpha\beta}=Z_\kappa\delta_{\alpha\beta}
-2f\,\mathrm{Re}\langle\!\langle u^{\kappa\beta}|iD_\alpha u\rangle\!\rangle .
\label{A2}
\end{equation}
Below, one displacement $\tau=\tau_{\kappa\beta}$ and one field component $\mathcal E=\mathcal E_\alpha$ are kept fixed, and their indices are mostly left out. The superscripts $\tau$ and $\mathcal E$ denote first derivatives.

\subsection*{The displacement response with interacting electrons}

The Kohn--Sham Hamiltonian is $H=T+V+V_{\rm Hxc}[n]$. Here $V$ is the bare potential of the ions, including its nonlocal part, and $V_{\rm Hxc}$ is the sum of the Hartree and exchange--correlation potentials. A change of density changes the latter by
\begin{equation}
\delta V_{\rm Hxc}(\mathbf r)=\int K(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r',
\qquad
K(\mathbf r,\mathbf r')=\frac{\delta^2E_{\rm Hxc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')} .
\end{equation}
As a second derivative of an energy functional, $K$ is symmetric in its arguments. It is also real. In the model it consists of $g/G^2$ and the local term $-(c/3)n^{-2/3}$. The $G=0$ element of the Hartree part is omitted, because the cell average of the potential is arbitrary and the macroscopic field is prescribed to be zero.

Displacing a sublattice therefore gives the coupled equations
\begin{align}
(H-\varepsilon_v)|u_v^\tau\rangle&=-P_c\,(\partial_\tau V+Kn^\tau)|u_v\rangle ,\label{tau}\\
n^\tau(\mathbf r)&=\frac{2f}{N_k}\sum_{\mathbf k,v}\mathrm{Re}\,[u^*_{v\mathbf k}(\mathbf r)u^\tau_{v\mathbf k}(\mathbf r)] .\label{ntau}
\end{align}
The factor $2f$ has a factor two from the two terms of $\delta P$ and a factor $f$ from spin. The derivation of \eqref{A2} used the actual derivative of the orbitals along the path of the ions. That derivative is the self-consistent $u^\tau$ of \eqref{tau}.

The current of slowly moving ions has given the displacement formula for the Born effective charge, and the orbitals in it must respond self-consistently to the displacement. It remains to derive the field formula from the force on an ion, to show that the two are equal, and to find where the electron--electron response belongs.
